\section*{Energy gain and loss by electrons at a resist vibration}

\section*{The setting}

A thin film of an organic resist is in thermal equilibrium at $T=300$ K. It has a vibration of energy $\varepsilon=0.10$ eV. An electron passing through the film can excite this vibration and lose energy, or take energy from a vibration that is already excited.

Let $\hbar\mathbf q$ and $\hbar\omega$ be the momentum and energy given to the resist. Thus $\omega>0$ means loss by the electron and $\omega<0$ means gain. The resist has Hamiltonian $H$, with $H|n\rangle=E_n|n\rangle$. Its charge density, in units of the elementary charge, is the Hermitian operator $\rho(\mathbf r)$, which includes electrons and nuclei. Its Fourier component is
\begin{equation}
\rho_{\mathbf q}=\int d^3r\,e^{i\mathbf q\cdot\mathbf r}\rho(\mathbf r).
\end{equation}
The coupling to the passing electron is taken to first order, so that scattering probabilities follow from the golden rule. Use $k_B=8.617333\times10^{-5}$ eV/K and write $\beta=1/(k_BT)$. Answer all parts.

\section*{Part (a): the structure factor}

\textbf{Question.} Write the dynamic structure factor $S(\mathbf q,\omega)$ as a sum over transitions of the resist, and show that it is the Fourier transform of a time correlation.

\textbf{Answer.} The golden rule contains the squared matrix element of $\rho_{\mathbf q}$ and a delta function for energy conservation. We sum over final states $f$, because the state of the resist is not recorded, and average over initial states $i$ with their thermal probabilities:
\begin{equation}
S(\mathbf q,\omega)=\sum_{i,f}p_i\,|\langle f|\rho_{\mathbf q}|i\rangle|^2\,
\delta(\hbar\omega-E_f+E_i),\qquad
p_i=\frac{e^{-\beta E_i}}{\sum_n e^{-\beta E_n}}.
\label{S}
\end{equation}
For $\omega>0$ the delta function selects $E_f>E_i$: the resist has gained what the electron has lost.

To reach the time form, write the delta function as
\begin{equation}
\delta(\hbar\omega-E_f+E_i)=\frac{1}{2\pi\hbar}\int_{-\infty}^{\infty}dt\,
e^{i\omega t}e^{-i(E_f-E_i)t/\hbar}.
\end{equation}
With $\rho_{\mathbf q}(t)=e^{iHt/\hbar}\rho_{\mathbf q}e^{-iHt/\hbar}$, inserting a complete set of states gives
\begin{equation}
\langle i|\rho_{\mathbf q}^\dagger(t)\rho_{\mathbf q}(0)|i\rangle
=\sum_f e^{i(E_i-E_f)t/\hbar}|\langle f|\rho_{\mathbf q}|i\rangle|^2 .
\end{equation}
The phase is the one in the delta function. Multiplying by $p_i$ and summing over $i$ therefore yields
\begin{equation}
S(\mathbf q,\omega)=\frac{1}{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{i\omega t}
\langle\rho_{\mathbf q}^\dagger(t)\rho_{\mathbf q}(0)\rangle .
\label{time}
\end{equation}

\section*{Part (b): detailed balance}

\textbf{Question.} Relate $S(-\mathbf q,-\omega)$ to $S(\mathbf q,\omega)$. When may $-\mathbf q$ be replaced by $\mathbf q$?

\textbf{Answer.} Reverse both arguments in (\ref{S}), and then exchange the names of the summation indices $i$ and $f$:
\begin{align}
S(-\mathbf q,-\omega)
&=\sum_{i,f}p_i|\langle f|\rho_{-\mathbf q}|i\rangle|^2
\delta(-\hbar\omega-E_f+E_i)\nonumber\\
&=\sum_{i,f}p_f|\langle i|\rho_{-\mathbf q}|f\rangle|^2
\delta(-\hbar\omega-E_i+E_f).
\end{align}
Three facts turn this into the original sum. First, the delta function is even, so the last factor equals $\delta(\hbar\omega-E_f+E_i)$. Second, $\rho(\mathbf r)$ is Hermitian, so $\rho_{-\mathbf q}=\rho_{\mathbf q}^\dagger$ and
\begin{equation}
\langle i|\rho_{-\mathbf q}|f\rangle=\langle f|\rho_{\mathbf q}|i\rangle^* .
\end{equation}
The squared moduli are equal. Third, the delta function fixes $E_f-E_i=\hbar\omega$, so
\begin{equation}
p_f=p_i e^{-\beta(E_f-E_i)}=p_i e^{-\beta\hbar\omega}.
\end{equation}
The exponential is the same for every pair of states that contributes at this $\omega$, and it can be taken out of the sum:
\begin{equation}
S(-\mathbf q,-\omega)=e^{-\beta\hbar\omega}S(\mathbf q,\omega).
\label{db}
\end{equation}

Each upward transition is thus paired with its own reverse. The two have equal quantum strength, but the reverse one starts from a less populated level. No harmonic approximation has been made.

To compare gain and loss at the same $\mathbf q$ we need $S(-\mathbf q,\omega)=S(\mathbf q,\omega)$. Any one of the following conditions is sufficient.
\begin{itemize}
\item Inversion symmetry. The inversion operator $\Pi$ commutes with $H$ and $\Pi\rho_{\mathbf q}\Pi^{-1}=\rho_{-\mathbf q}$. In eigenstates of definite parity, the matrix elements of $\rho_{\mathbf q}$ and $\rho_{-\mathbf q}$ differ at most by a sign.
\item A spin-independent Hamiltonian without a magnetic field. Its eigenfunctions can be chosen real, so reversing $\mathbf q$ merely conjugates the matrix element.
\item Isotropy on average, as in a bulk amorphous solid. Then $S$ depends on $|\mathbf q|$ alone. A thin film is not strictly isotropic, because its surfaces single out a direction, but it can still meet the second condition.
\end{itemize}
Under such a condition,
\begin{equation}
R\equiv\frac{S(\mathbf q,-\omega)}{S(\mathbf q,\omega)}=e^{-\hbar\omega/(k_BT)} .
\label{R}
\end{equation}

A small counterexample shows that the condition matters. Take one particle on a ring of three sites, with site energies 0, 0.3 and 0.7 in units of the hopping strength. The site coordinates along $\mathbf q$ are 0, 1 and 2.5, and $q=1$ in the inverse length unit. The hopping amplitudes are negative without flux. A magnetic flux gives the particle an additional phase of $-1$ rad per circuit when the sites are visited in order of increasing coordinate. Consider the transition between the two lowest levels, with the temperature set so that their spacing is $3.8682\,k_BT$. Evaluating (\ref{time}) numerically gives a gain-to-loss ratio of 0.0209 when $\mathbf q$ is reversed, as (\ref{db}) requires, but 0.127 at the same $\mathbf q$. Without flux, and with the spacing again set to $3.8682\,k_BT$, the same-$\mathbf q$ ratio returns to 0.0209.

\section*{Part (c): the number}

\textbf{Question.} Evaluate $R$ for the resist vibration, and say what the number means.

\textbf{Answer.} The film is amorphous and no magnetic field is applied, so (\ref{R}) may be used with $\hbar\omega=\varepsilon$:
\begin{align}
k_BT&=(8.617333\times10^{-5}\ \mathrm{eV/K})(300\ \mathrm K)=0.025852\ \mathrm{eV},\\
\frac{\varepsilon}{k_BT}&=\frac{0.10}{0.025852}=3.868,\\
R&=e^{-3.868}=0.0209=2.09\,\%.
\end{align}
The inverse is $1/R=47.9$. At this energy the structure factor for loss is about 48 times that for gain.

This is a statement about the resist. It does not say that 2.09\,\% of all passing electrons gain energy: that fraction would also require the absolute scattering probability.

Two limits show the trend. For $k_BT\ll\varepsilon$, $R$ tends to zero, because almost no vibration is excited and there is nothing to take. For $k_BT\gg\varepsilon$, expansion of the exponential gives $R\simeq1-\varepsilon/(k_BT)$, and gain and loss become equally strong. Room temperature is close to the first limit for this mode.

\section*{Part (d): an oscillator as a check}

\textbf{Question.} Recover $R$ for a weakly coupled harmonic mode from its mean occupation $N$. Is $R$ equal to $N$? Does the result depend on weak coupling or on harmonicity?

\textbf{Answer.} For small displacements the density component is linear in the vibrational coordinate,
\begin{equation}
\rho_{\mathbf q}\simeq\rho_0+g\,(a+a^\dagger),
\end{equation}
where $\rho_0$ and $g$ are numbers and $a$ lowers the vibrational quantum number $n$ by one. The constant $\rho_0$ causes no transition. Since $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$ and $a|n\rangle=\sqrt n\,|n-1\rangle$, the thermally averaged line weights are
\begin{align}
W_{\rm loss}&=|g|^2\sum_n p_n(n+1)=|g|^2(N+1),\\
W_{\rm gain}&=|g|^2\sum_n p_n n=|g|^2N .
\end{align}
The 1 in $N+1$ is the loss that remains possible when the mode is in its ground state.

Let $r=e^{-\beta\varepsilon}$. Normalization of the geometric series gives $p_n=(1-r)r^n$, and with $\sum_n nr^n=r/(1-r)^2$,
\begin{equation}
N=\frac{r}{1-r},\qquad N+1=\frac{1}{1-r},\qquad
\frac{W_{\rm gain}}{W_{\rm loss}}=\frac{N}{N+1}=r .
\end{equation}
This is (\ref{R}). Numerically, $N=0.02134$ and $N+1=1.02134$, whose quotient is 0.0209. The occupation itself is not the ratio: since $N/R=N+1$, using $N$ in place of $R$ gives a value 2.13\,\% too high, relative to $R$. The difference is small here because the mode is rarely excited. For $k_BT\gg\varepsilon$ it would be large, since $N$ grows without limit while $R$ stays below 1.

Weak coupling of the mode means here that the density is linear in the displacement. The interaction with the passing electron is of first order throughout. The derivation in part (b) needs neither this linearity nor equally spaced levels. Two numerical cases, computed from the time correlation (\ref{time}) in a basis of 40 oscillator states, test this. Lengths are in units of $\ell=\sqrt{\hbar/(M\omega_0)}$, where $M$ is the mass of the mode and $\hbar\omega_0$ its harmonic quantum.

In the first case the density operator is the full exponential $e^{iqx}$ with $q\ell=1.5$, which is strong coupling in the sense that the linear form fails. The one-quantum weights are 0.3605 for loss and 0.00753 for gain, with ratio 0.0209. The two-quantum lines have ratio $4.37\times10^{-4}$. This is $R^2$, as it must be, because the energy exchanged is $2\varepsilon$.

In the second case the terms $0.05(x/\ell)^3+0.03(x/\ell)^4$, in units of $\hbar\omega_0$, are added to the harmonic Hamiltonian, and $q\ell=0.7$. The transition between the two lowest levels again has ratio 0.0209 when its actual energy, not $\hbar\omega_0$, is set to 0.10 eV. The rule holds line by line. The transition from the first to the second excited level lies about 6\,\% higher in energy, and if all one-quantum lines are added without being resolved, the area ratio is 0.0208.

\section*{Part (e): the ratio as a thermometer}

\textbf{Question.} How sensitive is $R$ to temperature? Find $R$ at 310 K and at 380 K. What temperature would be inferred at 300 K if a background of 1\,\% of the loss signal were left under both lines?

\textbf{Answer.} At fixed $\varepsilon$, differentiate $\ln R=-\varepsilon/(k_BT)$:
\begin{equation}
\frac{d\ln R}{dT}=\frac{\varepsilon}{k_BT^2}=\frac{3.868}{300\ \mathrm K}
=0.0129\ \mathrm K^{-1}.
\end{equation}
Near 300 K, one kelvin of heating raises $R$ by 1.29\,\% of its value. The exponential gives
\begin{equation}
R(310\ \mathrm K)=2.37\,\%,\qquad R(380\ \mathrm K)=4.72\,\% .
\end{equation}
A rise of 10 K thus increases $R$ by 13.3\,\% relative to its value at 300 K. At 380 K, a rough bake temperature, it has more than doubled.

Solving (\ref{R}) for temperature gives
\begin{equation}
T=\frac{\varepsilon}{k_B\ln(1/R)} .
\label{thermo}
\end{equation}
Now let the background be $b=0.01$ in units of the loss signal. It adds equally to both sides, so the uncorrected ratio is
\begin{equation}
R_{\rm raw}=\frac{R+b}{1+b}=\frac{0.0209+0.0100}{1.0100}=0.0306 .
\end{equation}
Its error relative to $R$ is
\begin{equation}
\frac{R_{\rm raw}}{R}-1=\frac{R+b-R(1+b)}{R(1+b)}=\frac{b(1-R)}{R(1+b)}=46.4\,\% .
\end{equation}
The small denominator $R$ explains the size: a background that is negligible beside the loss line is nearly half as large as the gain line. Inserting $R_{\rm raw}$ in (\ref{thermo}) gives 333 K, an error of about 33 K. This example assumes that the raw signals are otherwise proportional to $S$.

\section*{Part (f): a band of modes}

\textbf{Question.} In a disordered film the mode energy varies from place to place. Suppose it has a Gaussian distribution with mean $\varepsilon=0.10$ eV and standard deviation $\sigma=0.005$ eV, and that the modes are harmonic, weakly coupled and of equal strength. Find the ratio of the gain and loss band areas to second order in $\sigma$.

\textbf{Answer.} The gain area is proportional to the averaged occupation $\overline N$ and the loss area to $\overline N+1$. Expand $N(E)$ about $\varepsilon$. The linear term averages to zero and the mean square deviation is $\sigma^2$, so
\begin{equation}
\overline N\simeq N+\tfrac12\sigma^2N'' .
\end{equation}
From $N=(e^{\beta E}-1)^{-1}$,
\begin{align}
N'&=-\frac{\beta e^{\beta E}}{(e^{\beta E}-1)^2}=-\beta N(N+1),\\
N''&=-\beta(2N+1)N'=\beta^2N(N+1)(2N+1).
\end{align}
The area ratio is $F(\overline N)=\overline N/(\overline N+1)$, with $F'(N)=1/(N+1)^2$. Its relative change is therefore
\begin{align}
\frac{\delta R}{R}
&\simeq\frac{\sigma^2N''}{2(N+1)^2}\,\frac{N+1}{N}
=\frac{\sigma^2N''}{2N(N+1)}\nonumber\\
&=\frac{(\beta\sigma)^2}{2}(2N+1)
=\frac12\left(\frac{0.005}{0.025852}\right)^2(1.0427)=1.95\,\% .
\end{align}
Direct integration over the Gaussian, restricted to energies within $8\sigma$ of the mean, gives 1.97\,\%, and an area ratio of 2.13\,\% instead of 2.09\,\%. These values rest on the assumption of equal strength, which matters at the same order in $\sigma$. For modes of equal mass and effective charge $|g|^2\propto\ell^2\propto1/E$, and the same integral then gives a change of about 3.0\,\% and an area ratio of 2.15\,\%.

Detailed balance has not failed. At each single energy $E$ the ratio is still $e^{-\beta E}$. The areas differ from this rule at the mean energy because $N(E)$ is convex: a mode below the mean energy gains more occupation than a mode equally far above it loses, so the spread raises $\overline N$.

\section*{Part (g): rates for a slow electron}

\textbf{Question.} An electron of kinetic energy $E$ moves in a parabolic band and couples to the long-range dipole field of the vibration. Take the mode energy independent of $q$. Find the ratio of its total gain and loss rates, and evaluate it for $E=5.0$ eV and $0.5$ eV. What happens below 0.10 eV?

\textbf{Answer.} Let $k$ and $k'$ be the initial and final wave numbers. The squared Coulomb interaction varies as $1/q^4$ and, at long wavelength, the dipole structure factor as $q^2$, so their product varies as $1/q^2$. The model uses this form at all scattering angles. That is a simplification: for an electron of free mass at 5 eV, $q$ reaches about 2.3 \AA$^{-1}$ in backscattering, where the charge distribution on the atomic scale matters. The density of final states contributes a factor $k'$. With $\mu$ the cosine of the scattering angle and $q^2=k^2+k'^2-2kk'\mu$, the angular part of the rate is
\begin{align}
k'\int_{-1}^{1}\frac{d\mu}{k^2+k'^2-2kk'\mu}
&=-\frac{1}{2k}\Bigl[\ln(k^2+k'^2-2kk'\mu)\Bigr]_{-1}^{1}\nonumber\\
&=\frac{1}{2k}\ln\frac{(k+k')^2}{(k-k')^2}
=\frac1k\ln\frac{k+k'}{|k-k'|}.
\end{align}
The initial $k$ is the same for gain and loss, so $1/k$ cancels. With $x=\varepsilon/E$, we have $k'/k=\sqrt{1+x}$ for gain and $\sqrt{1-x}$ for loss. Hence
\begin{equation}
\frac{\Gamma_{\rm gain}}{\Gamma_{\rm loss}}=R\,C,\qquad
C=\frac{\ln\dfrac{\sqrt{1+x}+1}{\sqrt{1+x}-1}}
{\ln\dfrac{1+\sqrt{1-x}}{1-\sqrt{1-x}}} .
\end{equation}

For $E=5.0$ eV, $x=0.02$ and $C=1.0038$, so the rate ratio is 2.10\,\%. For $E=0.5$ eV, $x=0.2$ and $C=1.070$, so it is 2.24\,\%. The correction exceeds 1 because the square root is concave: for equal energy steps, $|k'-k|$ is smaller for gain than for loss, while $k+k'$ is larger. Both changes raise the logarithm for gain.

For a fast electron, multiply numerator and denominator inside each logarithm by the numerator. The gain argument becomes $(1+\sqrt{1+x})^2/x\simeq(4/x)(1+x/2)$, and the loss argument becomes $(4/x)(1-x/2)$ to the same order. Then
\begin{equation}
C\simeq\frac{\ln(4/x)+x/2}{\ln(4/x)-x/2}\simeq1+\frac{x}{\ln(4/x)},
\end{equation}
which tends to 1 as $E$ grows. In this model the rate ratio then approaches the structure-factor ratio.

Below 0.10 eV the electron cannot pay for a quantum. One-quantum loss is forbidden and the rate ratio has no finite value, although gain remains possible. The structure-factor ratio is still 2.09\,\%, because it describes the resist and not the supply of electrons.

\section*{Part (h): the real film}

\textbf{Question.} How far does the model represent a resist under exposure?

\textbf{Answer.} The energy 0.10 eV is a round value in the rough range of bending and skeletal vibrations of organic polymer resists, and 300 K is close to room temperature. The 5 meV spread is an assumed value, not a measured width. The parabolic band is a crude description of slow electrons in a disordered polymer, so the rate corrections in part (g) indicate a size only within that model. They also depend on the form of the coupling: if it were independent of $q$, $C$ would be $\sqrt{(1+x)/(1-x)}$, that is 1.020 at 5.0 eV and 1.22 at 0.5 eV.

Exposure can also upset the assumed equilibrium at a known temperature. If the film stays in local equilibrium but is 10 K warmer than supposed, $R$ is 2.37\,\%, not 2.09\,\%. If the beam excites one vibration faster than it can share its energy, no single temperature need describe the film. For a weakly coupled harmonic mode, part (d) then still gives $N/(N+1)$ with the actual mean occupation $N$, but (\ref{thermo}) no longer yields the film temperature. The passing electrons, by contrast, need not be thermal: their energy distribution affects the rates but does not enter $R$. The computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Mode energy: 0.10 eV
Resist temperature: 300 K
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kB*T: 0.025852 eV
Exponent hbar*w/(kB*T): 3.8682 (dimensionless)
Gain/loss structure-factor ratio R: 0.02090 (dimensionless)
R in percent: 2.09 %
Loss/gain ratio 1/R: 47.9 (dimensionless)
Mean occupation N: 0.02134 (dimensionless)
N+1: 1.02134 (dimensionless)
Error from using N instead of R: 2.13 %
Strong-coupling test, q times length: 1.5 (dimensionless)
  one-quantum loss weight: 0.360466 (dimensionless)
  one-quantum gain weight: 0.007532 (dimensionless)
  their ratio: 0.02090 (dimensionless)
  two-quantum ratio: 4.3666e-04 (dimensionless)
Anharmonic-mode ratio: 0.02090 (dimensionless)
Flux ring, reversed q ratio: 0.02090 (dimensionless)
Flux ring, same q ratio: 0.12735 (dimensionless)
Zero-flux ring, same q ratio: 0.02090 (dimensionless)
Relative sensitivity of R: 1.29 %/K
R at 310 K: 2.37 %
  relative rise from 300 K: 13.3 %
R at 380 K: 4.72 %
Background / loss signal: 1.0 %
  raw gain/loss ratio: 3.06 %
  relative error in R: 46.4 %
  false temperature: 332.8 K
Mode-energy standard deviation: 0.005 eV
  band-area gain/loss ratio: 2.131 %
  relative change from R: 1.97 %
  second-order estimate of change: 1.95 %
Slow-electron energy: 5.0 eV
  kinematic gain/loss factor: 1.0038 (dimensionless)
  gain/loss rate ratio: 2.098 %
Slow-electron energy: 0.5 eV
  kinematic gain/loss factor: 1.0699 (dimensionless)
  gain/loss rate ratio: 2.236 %
\end{verbatim}
